# Refraction and False Strain in the Symmetric Silicon 004 Reflection

## What goes wrong

An unstrained silicon crystal is placed in a diffractometer, and the spacing of its (004) planes is calculated from the measured Bragg angle and the vacuum wavelength of Cu K-alpha1. Even with a perfectly calibrated instrument, the result is too small by about 2.4 parts in $10^5$. If this error is taken for an elastic strain and the sample is assumed to be under equal biaxial stress, the stress-free crystal appears to carry an in-plane tension of about 5.5 MPa.

The cause is refraction. Bragg's law holds for the wave inside the crystal, whereas the angle and the wavelength used in the calculation belong to the wave outside. The relative error of the spacing is, to leading order,

$$
\varepsilon_{\rm false}\simeq-\frac{\delta}{\sin^2\theta},
$$

where $1-\delta$ is the real part of the refractive index and $\theta$ is the glancing angle, measured from the surface. The minus sign means a false contraction. The error belongs to an absolute measurement; a comparison with a reference crystal is treated separately below.

## The small parameter

X-rays of 8.048 keV oscillate much faster than most of the electrons in silicon can respond through their binding. As a first approximation, take the electrons as free. With field and displacement varying as $e^{-i\omega t}$, the equation of motion is

$$
-m\omega^2x=-eE,\qquad x=\frac{eE}{m\omega^2}.
$$

The electron charge is $-e$, so $n_e$ electrons per unit volume give the polarization

$$
P=-n_e e x=-\frac{n_e e^2}{m\omega^2}E .
$$

The susceptibility $\chi_0=P/(\epsilon_0E)$ is therefore negative. Since $n=\sqrt{1+\chi_0}\simeq1+\chi_0/2$,

$$
\delta=\frac{n_e e^2}{2\epsilon_0m\omega^2}.
$$

The classical electron radius is $r_e=e^2/(4\pi\epsilon_0mc^2)$, so $e^2/(\epsilon_0m)=4\pi r_ec^2$. With $\omega=2\pi c/\lambda$,

$$
\delta=\frac{n_e}{2}\,4\pi r_ec^2\,\frac{\lambda^2}{4\pi^2c^2}
=\frac{r_e\lambda^2n_e}{2\pi}.
$$

Silicon has 49.940 atoms per nm³ and 14 electrons per atom, hence $n_e=699.2\ \mathrm{nm^{-3}}$. At $\lambda=0.1540593$ nm this gives $\delta=7.442\times10^{-6}$.

Binding changes the effective number of electrons per atom from $Z$ to $Z+f'$. A rough value at this energy is $f'=0.25$, so

$$
\delta=7.442\times10^{-6}\times\frac{14.25}{14}
=7.575\times10^{-6}.
$$

The size of $f'$ can be understood from the K shell. An oscillator of resonant frequency $\omega'$ responds with $\omega^2/(\omega^2-\omega'^2)$ times the free-electron amplitude. Its excess over a free electron is

$$
\frac{\omega^2}{\omega^2-\omega'^2}-1=\frac{\omega'^2}{\omega^2-\omega'^2}.
$$

Let the K shell have total oscillator strength $g$, distributed above its edge $\omega_K$ with density $2g\omega_K^2/\omega'^3$. With $y=\omega'/\omega_K$, $x=\omega/\omega_K$ and then $u=y^2$, the principal-value integral is

$$
f'=g\,\mathrm{P}\!\!\int_1^\infty\frac{2\,dy}{y(x^2-y^2)}
=\frac{g}{x^2}\,\mathrm{P}\!\!\int_1^\infty\left(\frac1u+\frac1{x^2-u}\right)du .
$$

The antiderivative is $\ln(u/|x^2-u|)$. It vanishes at infinity, and the contributions from the two sides of $u=x^2$ cancel in the principal value. The lower limit leaves

$$
f'=g\,\frac{\ln(x^2-1)}{x^2}.
$$

For a rough edge energy of 1.84 keV, $x=8.048/1.84=4.37$. The result is 0.151 for $g=1$ and 0.303 for $g=2$. The adopted value lies between them. This supports its size but does not determine it, because $g$ has not been calculated and the other shells have been omitted.

## The Bragg condition inside the crystal

Let the surface be flat and parallel to the diffracting planes, which is what a symmetric reflection means here. Let $k=2\pi/\lambda$ be the vacuum wavenumber. The field must match along the whole surface, so the tangential component $k\cos\theta$ is the same on both sides. Neglecting absorption for the moment, the total wavenumber inside is $(1-\delta)k$. The normal component inside, $K$, follows from Pythagoras:

$$
K^2=(1-\delta)^2k^2-k^2\cos^2\theta
=k^2(\sin^2\theta-2\delta+\delta^2).
$$

Reflection reverses this component and changes the wavevector by $2K$. Constructive interference from planes of spacing $d$ requires $2K=2\pi/d$. Define the sine of the Bragg angle without refraction,

$$
s_0=\frac{\lambda}{2d}.
$$

Since $\pi/(dk)=\lambda/(2d)=s_0$, the condition $K/k=s_0$ becomes

$$
\sin^2\theta=s_0^2+2\delta-\delta^2 .
$$

The external angle is larger than refraction-free Bragg's law predicts. The apparent spacing is $d_{\rm app}=\lambda/(2\sin\theta)$, while the true one is $d=\lambda/(2s_0)$. Their ratio is

$$
\frac{d_{\rm app}}{d}=\frac{s_0}{\sin\theta}
=\left(1+\frac{2\delta-\delta^2}{s_0^2}\right)^{-1/2}.
$$

## Leading term and first correction

Let $\delta\to0$ at fixed $s_0$, and write $u=(2\delta-\delta^2)/s_0^2$. The binomial series is

$$
(1+u)^{-1/2}=1-\frac u2+\frac{3u^2}{8}+O(u^3).
$$

To second order in $\delta$, the two terms needed are

$$
-\frac u2=-\frac{\delta}{s_0^2}+\frac{\delta^2}{2s_0^2},
\qquad
\frac{3u^2}{8}=\frac38\,\frac{4\delta^2}{s_0^4}+O(\delta^3)
=\frac{3\delta^2}{2s_0^4}+O(\delta^3).
$$

Therefore

$$
\varepsilon_{\rm false}=\frac{d_{\rm app}}d-1
=-\frac{\delta}{s_0^2}
+\delta^2\left(\frac1{2s_0^2}+\frac3{2s_0^4}\right)+O(\delta^3).
$$

The correction is positive, so the leading term slightly overstates the contraction.

The coefficient of the correction depends on which sine appears in the leading term. In terms of the measured angle, $s_0^2=\sin^2\theta-2\delta+\delta^2$, and

$$
\frac{d_{\rm app}}d=\sqrt{1-\frac{2\delta-\delta^2}{\sin^2\theta}} .
$$

Using $\sqrt{1-v}=1-v/2-v^2/8+\dots$ gives

$$
\varepsilon_{\rm false}=-\frac{\delta}{\sin^2\theta}
+\delta^2\left(\frac1{2\sin^2\theta}-\frac1{2\sin^4\theta}\right)+O(\delta^3).
$$

The two expansions agree. Replacing $\sin^2\theta$ by $s_0^2+2\delta$ in the leading term produces an extra $+2\delta^2/s_0^4$, which turns the coefficient $-1/2$ into $+3/2$. At leading order either sine may be used.

## Numbers for silicon 004

The lattice parameter is 0.5431021 nm and the (004) spacing is one quarter of it, 0.1357755 nm. Hence

$$
s_0=\frac{0.1540593}{2\times0.1357755}=0.567331,
\qquad s_0^2=0.321864,
$$

and the Bragg angle without refraction is 34.5643°. The leading false strain is

$$
\varepsilon_{\rm false}\simeq-\frac{7.575\times10^{-6}}{0.321864}
=-2.354\times10^{-5}.
$$

The free-electron value of $\delta$ would give $-2.312\times10^{-5}$, so the dispersion correction changes the result by about 2%. The second-order term is

$$
(7.575\times10^{-6})^2
\left(\frac1{2\times0.321864}+\frac3{2\times0.321864^2}\right)
=9.2\times10^{-10}.
$$

Relative to the leading term this is $4\times10^{-5}$, far below the uncertainty in $f'$. It is the second-order term of the uniform-medium model only; the periodic part of the susceptibility, introduced below, adds about $1\times10^{-10}$ at the same order in $\delta$. The leading term is sufficient here, and two significant figures, $-2.4\times10^{-5}$, are a fair statement of the estimate. The corresponding error in the lattice parameter is $-1.28\times10^{-5}$ nm.

The angular shift follows by expanding $\sin^2\theta=s_0^2+2\delta$ about $\theta_0=\arcsin s_0$:

$$
2\sin\theta_0\cos\theta_0\,\Delta\theta=2\delta,
\qquad
\Delta\theta=\frac{2\delta}{\sin2\theta_0}.
$$

This gives 0.00093°, or 3.34 arcsec. A zero error of this size in $\theta$ would matter as much as refraction.

## Two contributions of the same sign

Refraction acts through the wavelength and through the direction of the wave. Inside the crystal the wavelength is $\lambda/(1-\delta)$, so Bragg's law gives

$$
\sin\theta_{\rm in}=\frac{s_0}{1-\delta}\simeq s_0(1+\delta).
$$

At the surface, Snell's law for glancing angles is $\cos\theta=(1-\delta)\cos\theta_{\rm in}$. Squaring it and using $\cos^2=1-\sin^2$,

$$
\sin^2\theta=1-(1-\delta)^2+(1-\delta)^2\sin^2\theta_{\rm in}
\simeq2\delta+(1-2\delta)\sin^2\theta_{\rm in}.
$$

Division by $\sin^2\theta_{\rm in}$ and a square root give

$$
\frac{\sin\theta}{\sin\theta_{\rm in}}
\simeq1+\delta\left(\frac1{\sin^2\theta_{\rm in}}-1\right)
=1+\delta\cot^2\theta_{\rm in}.
$$

The longer wavelength raises the sine by the fraction $7.58\times10^{-6}$, and bending raises it by $1.596\times10^{-5}$. Their sum is $\delta(1+\cot^2\theta)=\delta/\sin^2\theta$. Correcting for the wavelength alone would remove about one third of the error.

## The two ends of the angular range

Near back-reflection, $s_0\to1$, the bending contribution vanishes and the false strain tends to $-\delta$. The strain formula remains regular, but the linear formula for $\Delta\theta$ fails because $\cos\theta_0\to0$. The Bragg condition has a real external angle as long as $s_0^2+2\delta-\delta^2\le1$, that is, $s_0\le1-\delta$.

At small angles the expansion itself fails. Its parameter is $\delta/s_0^2$, and the correction relative to the leading term is about $3\delta/(2s_0^2)$. This reaches 1% when

$$
s_0^2=150\,\delta=1.14\times10^{-3},\qquad s_0=0.034 .
$$

At the present wavelength this corresponds to $\theta_0\approx1.9°$ and a period of about 2.3 nm. Such periods belong to multilayers rather than to the atomic planes of silicon. For a multilayer with the same mean $\delta$, the unexpanded ratio is the better estimate, although strong contrast between the layers adds a shift of its own, which is small at periods of a few nanometres but grows as $s_0^2$ approaches $2\delta$.

In the opposite limit, $s_0^2\ll2\delta$, that ratio gives

$$
d_{\rm app}=\frac{\lambda}{2\sqrt{s_0^2+2\delta-\delta^2}}
\longrightarrow\frac{\lambda}{2\sqrt{2\delta}} .
$$

With $\sqrt{2\delta}=3.89\times10^{-3}$, the apparent period given by this ratio saturates at 19.8 nm for long true periods. The peak has moved to the critical angle for total external reflection, about 0.22°. This is the limit of the lossless model with weak contrast. With strong contrast the mean $\delta$ no longer fixes the peak: for equally thick layers with $0.5\delta$ and $1.5\delta$ and a period of 300 nm, the first lossless gap corresponds to about 27 nm. Absorption and strong specular reflection also shape a real curve there.

## Peak shift and peak width

A thick perfect crystal reflects over a finite range of angles, and it must be decided which point of the curve the refraction formula describes. For s polarization (electric field parallel to the surface), let the susceptibility be

$$
\chi(z)=\chi_0+2\chi_h\cos Gz,\qquad G=\frac{2\pi}d,
$$

with atomic planes at $z=0,d,2d,\dots$ The field obeys

$$
\psi''+k^2[\sin^2\theta+\chi(z)]\psi=0 .
$$

Near the reflection, keep the two waves coupled by $\chi_h$: $\psi=Ae^{iGz/2}+Be^{-iGz/2}$. The terms in $e^{iGz/2}$ and $e^{-iGz/2}$ give

$$
\left[k^2(\sin^2\theta+\chi_0)-\tfrac14G^2\right]A+k^2\chi_hB=0,
$$

and the same equation with $A$ and $B$ exchanged. Nonzero solutions have $B=\pm A$. Since $G/(2k)=s_0$, the edges of the total-reflection range lie at

$$
\sin^2\theta=s_0^2-\chi_0\mp\chi_h .
$$

Here $\chi_0\simeq-2\delta$, and $\chi_h$ is also negative. The mean susceptibility shifts the centre by $2\delta$, as found before, and the periodic part sets the width. In relative sine, the half-width is

$$
\frac{|\chi_h|}{2s_0^2}=\frac{\delta}{s_0^2}\,\frac{|\chi_h|}{|\chi_0|}.
$$

An unrestricted Hartree–Fock density of the free silicon atom in the cc-pVTZ basis gives an orientation-averaged scattering factor of 7.51 electrons at 004. This level omits correlation, relativity and bonding in the solid. A rough thermal vibration of 0.0076 nm reduces the amplitude by the factor 0.940, so

$$
\frac{|\chi_h|}{|\chi_0|}=\frac{0.940\,(7.51+0.25)}{14.25}=0.512 .
$$

The half-width is then $1.20\times10^{-5}$, about half the refraction shift. In this model the refraction-free Bragg angle lies outside the total-reflection range.

Direct numerical solution of the wave equation, with absorption reduced a thousandfold, places the midpoint at half maximum at a strain of $-2.353\times10^{-5}$. Removing the mean real susceptibility while keeping the periodic part reduces this to $1.2\times10^{-10}$. The first-order shift therefore comes from the mean susceptibility.

Full absorption changes the midpoint to $-2.337\times10^{-5}$, a change of 0.7%. The maximum of the curve behaves differently: it corresponds to $-1.22\times10^{-5}$, about half the refraction value. The two edge solutions show why. For $B=A$, the field is proportional to $\cos(Gz/2)$ and is strongest on the atomic planes; this is the high-angle edge, because $-\chi_h>0$. For $B=-A$, the field has nodes on the planes; this is the low-angle edge. Absorption is concentrated near the atoms, so it weakens the high-angle side more, and the maximum moves to low angle. A refraction correction of $\delta/\sin^2\theta$ should be applied to the midpoint of such an intrinsic curve for a single polarization, not to its maximum. The distinction matters when the intrinsic curve is resolved. Symmetric instrumental broadening much wider than this curve largely removes it, because the maximum of the measured peak then follows the centroid of the whole intrinsic curve. Absorption leaves this centroid about 2% short of the refraction value, near $-2.3\times10^{-5}$.

## Films and reference crystals

For a free-standing silicon film of 5000 planes, 678.9 nm thick, the calculated midpoint gives about $-2.34\times10^{-5}$. The peak width in relative sine is $1.79\times10^{-4}$, nearly eight times the shift. A peak much broader than the shift is still displaced by it. For much thinner films a second displacement appears: the reflected intensity falls with angle across the broad peak, which moves the maximum of a film of $N$ planes to low angle by a strain of about $+0.5/N^2$. At 20 nm, about 150 planes, this is as large as the refraction shift and of opposite sign, so the relation below holds for films thicker than roughly 100 nm.

Now compare a film (f) with a substrate (s) in the same reflection and geometry, using the midpoints of their intrinsic curves and neglecting interference between the two. To first order in $\delta$,

$$
\frac{d_{\rm app,f}}{d_{\rm app,s}}
=\frac{d_{\rm f}}{d_{\rm s}}
\left(1-\frac{\delta_{\rm f}}{s_{\rm f}^2}+\frac{\delta_{\rm s}}{s_{\rm s}^2}\right),
$$

where $s_{\rm f}$ and $s_{\rm s}$ are the respective values of $s_0$. For identical unstrained materials the refraction terms cancel. This does not hold for the maxima of resolved curves, because absorption displaces the maximum of a thick crystal much more than that of a thin film. If the film is the same material under strain, the terms in the midpoint relation nearly cancel. At fixed wavelength, $\delta/s_0^2=4\delta d^2/\lambda^2$, and $\delta$ is proportional to the atom density. For in-plane strain $\varepsilon_\parallel$ and out-of-plane strain $\varepsilon_\perp$, the density changes by the fraction $-(2\varepsilon_\parallel+\varepsilon_\perp)$ and $d^2$ by $2\varepsilon_\perp$. The refraction term thus changes by the fraction $\varepsilon_\perp-2\varepsilon_\parallel$. A strain of order 1% leaves a residual refraction error of order $10^{-7}$ to $10^{-6}$. For a thin film on its own substrate, interference between the two reflected waves also moves the film peak. At a thickness of a few tens of nanometres this shift can exceed the refraction error, and the whole curve should then be calculated.

## Conversion to stress

Suppose a (001) layer under equal biaxial stress is analysed from its absolute out-of-plane spacing, with a known unstrained value. The free surface requires

$$
0=2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_\perp,
\qquad
\varepsilon_\parallel=-\frac{C_{11}}{2C_{12}}\varepsilon_\perp .
$$

The in-plane stress is

$$
\sigma=(C_{11}+C_{12})\varepsilon_\parallel+C_{12}\varepsilon_\perp
=-\varepsilon_\perp\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{2C_{12}}.
$$

The numerator factors into $(C_{11}-C_{12})(C_{11}+2C_{12})$. With rough elastic constants of 166 and 64 GPa,

$$
\sigma_{\rm false}=2.354\times10^{-5}\times
\frac{102\times294}{128}\ \mathrm{GPa}=5.5\ \mathrm{MPa}.
$$

It is positive: a false contraction normal to the surface is read as in-plane tension.

## The real measurement

The lattice parameter and wavelength used here are those of real silicon and Cu K-alpha1 radiation; the dispersion, vibration and elastic inputs are rough typical values. A wrongly assigned wavelength can outweigh refraction by far. Copper emits a K-alpha doublet with a spacing of roughly 0.00038 nm. If a resolved K-alpha1 peak is evaluated with a mean wavelength weighted 2:1 towards K-alpha1, the wavelength is too long by one third of that spacing. This produces a false strain of $+8.2\times10^{-4}$, about 35 times the refraction error and of opposite sign. Temperature also matters: with a rough expansion coefficient of $2.6\times10^{-6}\ \mathrm{K^{-1}}$, an error of 9.1 K equals the refraction effect in size. Surface miscut and instrumental broadening are not included in the estimate. The refraction correction becomes useful in an absolute measurement when the combined strain error from wavelength, temperature and angular zero is smaller than the refraction error itself. The spacing is then corrected by multiplying $d_{\rm app}$ by $1+\delta/\sin^2\theta$. The calculated values are collected in the numerical output below.

## Table of computed values

```
Lattice parameter: 0.5431021 nm
004 plane spacing: 0.1357755 nm
Cu K-alpha1 wavelength: 0.1540593 nm
Photon energy: 8.048 keV
Atom density: 49.940 nm^-3
Rough f', f'' inputs: 0.25, 0.33 electrons
Rough K-edge energy input: 1.84 keV
One-shell f' for strength 1: 0.151 electrons
One-shell f' for strength 2: 0.303 electrons
delta, free electrons: 7.442e-06 (no unit)
delta, with f': 7.575e-06 (no unit)
beta: 1.75e-07 (no unit)
sin(theta), no refraction: 0.567331 (no unit)
sin^2(theta), no refraction: 0.321864 (no unit)
Bragg angle, no refraction: 34.5643 deg
Shift of theta: 0.000929 deg
Shift of theta: 3.34 arcsec
False strain, formula: -2.354e-05 (no unit)
False strain, ray tracing: -2.353e-05 (no unit)
Wavelength share of sine rise: 7.575e-06 (no unit)
Bending share of sine rise: 1.596e-05 (no unit)
False lattice change: -1.278e-05 nm
Rough C11, C12 inputs: 166, 64 GPa
False biaxial stress: 5.51 MPa
Hartree-Fock f at 004: 7.508 electrons
Rough rms vibration input: 0.0076 nm
Thermal amplitude factor: 0.940 (no unit)
Ratio |chi_h|/|chi_0|: 0.512 (no unit)
Plateau half-width, d(sin)/sin: 1.204e-05 (no unit)
Wave solution, midpoint strain: -2.353e-05 (no unit)
Same, mean chi removed: 1.2e-10 (no unit)
Same, full absorption: -2.337e-05 (no unit)
Strain read at curve maximum: -1.22e-05 (no unit)
Maximum reflectivity: 0.970 (no unit)
Film: 5000 planes, thickness 678.9 nm
Film midpoint strain: -2.344e-05 (no unit)
Film peak width, d(sin)/sin: 1.79e-04 (no unit)
False strain if f' = 0: -2.312e-05 (no unit)
Second-order strain term: 9.2e-10 (no unit)
Rough expansion, strain per 1 K: 2.6e-06 K^-1
Temperature error of equal size: 9.1 K
Rough doublet spacing input: 0.00038 nm
Strain from doublet-mean error: 8.2e-04 (no unit)
```
